# Defect Recombination through Three Charge States and Its Shared Middle State, part 1

(Sections cited here and not found follow in the second part.)

## 1. The rate and the origin of the missing term

### What dimensions and symmetry fix

Let $N$ be the density of identical, isolated defects, and let $n$ and $p$ be the free electron and hole densities. The net recombination rate $U$ is a number of electron–hole pairs per volume and time. Isolated defects act independently of one another, so $U$ is $N$ times a rate per defect. That rate must be built from capture coefficients, which have the dimension volume per time, and from densities.

Two further facts restrict it. First, the populations of the charge states obey linear equations whose coefficients are linear in $n$ and $p$. The steady rate is therefore a ratio of two polynomials in $n$ and $p$. Secondly, any positive pair with $np=n_\mathrm{i}^2$, where $n_\mathrm{i}$ is the intrinsic density, is an equilibrium pair for some Fermi level, and there the net rate is zero. A polynomial that vanishes along the whole curve $np=n_\mathrm{i}^2$ contains the factor $np-n_\mathrm{i}^2$. Hence

$$U=N\,(np-n_\mathrm{i}^2)\,G .$$

The product $G\,(np-n_\mathrm{i}^2)$ is a rate, so $G$ has the dimension of a capture coefficient divided by a density. It can be written as a product of two capture coefficients divided by a transition rate.

There is also a symmetry. A defect that takes up electrons one by one may equally be described as giving up holes one by one. Exchanging electrons with holes and reversing the order of the charge states must leave $U$ unchanged.

These arguments leave open how the two transitions of a three-state defect combine. A single-level rate has the form above, and so has the sum of two such rates. The populations decide between the possibilities.

### States, processes and assumptions

Call the charge states $A$, $B$ and $C$. They hold 0, 1 and 2 electrons more than state $A$. For a double donor they are the states $2+$, $+$ and $0$; for a double acceptor they are $0$, $-$ and $2-$. The fractions of defects in them satisfy

$$f_A+f_B+f_C=1 .$$

Link 1 joins $A$ and $B$, and link 2 joins $B$ and $C$. On link $j$ the electron capture coefficient is $c_{nj}$ and the hole capture coefficient is $c_{pj}$. Electron capture moves the defect up the chain $A\to B\to C$, and hole capture moves it down. Each capture has a reverse process, the emission of the same carrier.

The capture coefficients are thermal averages and are taken as inputs. In multiphonon capture the electronic energy goes into lattice vibrations, and the defect arrives in its new charge state vibrationally excited. It is assumed to relax before the next transition. If it did not, the next capture would start from a hot defect, and one coefficient per process would no longer be enough. Further assumptions are:

- The carriers are nondegenerate and have the lattice temperature $T$.
- Each step changes the defect charge by one; there is no direct passage between $A$ and $C$.
- Each charge state has one configuration, or several that equilibrate quickly among themselves.

### Emission from detailed balance

Mark equilibrium values by a superscript 0. In equilibrium each process is balanced by its own reverse. For electrons on link 1 this reads

$$c_{n1}n^0f_A^0=e_{n1}f_B^0 ,$$

where $e_{n1}$ is the emission rate per defect in state $B$. Define

$$n_1=n^0\frac{f_A^0}{f_B^0},\qquad\text{so that}\qquad e_{n1}=c_{n1}n_1 .$$

For holes, capture takes $B$ to $A$ and emission takes $A$ to $B$. The balance $c_{p1}p^0f_B^0=e_{p1}f_A^0$ gives

$$e_{p1}=c_{p1}p_1,\qquad p_1=p^0\frac{f_B^0}{f_A^0} .$$

The population ratios cancel in the product, so $n_1p_1=n^0p^0=n_\mathrm{i}^2$. Link 2 is treated in the same way with $A,B$ replaced by $B,C$, and

$$n_jp_j=n_\mathrm{i}^2,\qquad j=1,2 .$$

An emission rate belongs to the defect and the lattice, and in a nondegenerate band the final states are nearly all free. The equilibrium values therefore remain valid when $n$ and $p$ are driven away from equilibrium at the same temperature.

To express $n_j$ by energies, write the equilibrium ratio of two neighbouring states as

$$\frac{f_B^0}{f_A^0}=\exp\frac{\mu-E_1}{kT},\qquad \frac{f_C^0}{f_B^0}=\exp\frac{\mu-E_2}{kT},$$

where $\mu$ is the Fermi level. The effective levels $E_j$ include the degeneracy factors and vibrational entropies of the charge states. With $n^0=N_c\exp[(\mu-E_c)/kT]$ and $p^0=N_v\exp[(E_v-\mu)/kT]$, the Fermi level drops out:

$$n_j=N_c\exp\frac{E_j-E_c}{kT},\qquad p_j=N_v\exp\frac{E_v-E_j}{kT}.$$

Here $E_c,E_v$ are the band edges and $N_c,N_v$ the effective densities of states. Nothing below requires $E_1<E_2$. The formulas also hold for a defect with inverted level order, for which the middle state is never the most populated one in equilibrium.

### Populations in steady state

Collect the processes that add an electron to the defect on link $j$ into a rate $a_j$, and those that remove one into a rate $b_j$:

$$a_j=c_{nj}n+c_{pj}p_j,\qquad b_j=c_{nj}n_j+c_{pj}p .$$

The first terms are electron capture and electron emission. The second terms are hole emission and hole capture. The end states of the chain obey

$$\frac{df_A}{dt}=-a_1f_A+b_1f_B,\qquad \frac{df_C}{dt}=a_2f_B-b_2f_C .$$

State $A$ is reached through link 1 alone, and $C$ through link 2 alone. Setting both derivatives to zero therefore balances each link separately:

$$f_A=\frac{b_1}{a_1}f_B,\qquad f_C=\frac{a_2}{b_2}f_B .$$

Normalization gives the middle population,

$$f_B=\frac{1}{1+b_1/a_1+a_2/b_2}.$$

A direct step between $A$ and $C$ would close the chain into a loop. A steady current could then circulate around it, and the separate balances would fail.

### The rate on each link

The net electron capture on link 1, per defect, is capture minus emission:

$$u_1=c_{n1}(nf_A-n_1f_B)=\frac{c_{n1}f_B}{a_1}(nb_1-n_1a_1),$$

where $f_A$ has been replaced by $b_1f_B/a_1$. Insert the definitions of $a_1$ and $b_1$ in the bracket:

$$nb_1-n_1a_1=c_{n1}nn_1+c_{p1}np-c_{n1}nn_1-c_{p1}n_1p_1=c_{p1}(np-n_\mathrm{i}^2).$$

The terms with $c_{n1}$ cancel, and $n_1p_1=n_\mathrm{i}^2$ has been used. Thus

$$u_1=f_B\frac{c_{n1}c_{p1}}{a_1}(np-n_\mathrm{i}^2).$$

The net hole capture on the same link is

$$c_{p1}(pf_B-p_1f_A)=\frac{c_{p1}f_B}{a_1}(pa_1-p_1b_1),$$

and its bracket is

$$c_{n1}np+c_{p1}pp_1-c_{n1}n_1p_1-c_{p1}pp_1=c_{n1}(np-n_\mathrm{i}^2).$$

It equals $u_1$, as it must when the link carries no net charge.

On link 2 electron capture starts from $B$ and emission from $C$. With $f_C=a_2f_B/b_2$,

$$u_2=c_{n2}(nf_B-n_2f_C)=\frac{c_{n2}f_B}{b_2}(nb_2-n_2a_2)=f_B\frac{c_{n2}c_{p2}}{b_2}(np-n_\mathrm{i}^2).$$

The last step is the bracket identity of link 1 with the index changed. Adding the links gives the steady-state rate:

$$\boxed{U=N(np-n_\mathrm{i}^2)\,\frac{c_{n1}c_{p1}/a_1+c_{n2}c_{p2}/b_2}{1+b_1/a_1+a_2/b_2}}$$

It has the required symmetry. Electron–hole exchange with reversal of the chain swaps $c_{n1}$ with $c_{p2}$, $c_{p1}$ with $c_{n2}$, $n_1$ with $p_2$, and $p_1$ with $n_2$. Then $a_1$ and $b_2$ change places, as do $b_1$ and $a_2$, and the expression is unchanged.

### Comparison with two single levels

Suppose that link 1 were a defect of its own, with two states and density $N$. Its lower state would have the fraction $b_1/(a_1+b_1)$ and its upper state $a_1/(a_1+b_1)$. The derivation of $u_1$ applies with $f_B$ replaced by this upper fraction, and the factor $a_1$ cancels. The same can be done for link 2, whose lower fraction is $b_2/(a_2+b_2)$. Both cases give the single-level rate

$$S_j=N\frac{c_{nj}c_{pj}(np-n_\mathrm{i}^2)}{a_j+b_j}.$$

In the three-state defect, the balance $a_1f_A=b_1f_B$ gives

$$f_A+f_B=f_B\frac{a_1+b_1}{a_1}\quad\Rightarrow\quad \frac{f_B}{a_1}=\frac{f_A+f_B}{a_1+b_1}=\frac{1-f_C}{a_1+b_1}.$$

Likewise, $b_2f_C=a_2f_B$ gives

$$\frac{f_B}{b_2}=\frac{f_B+f_C}{a_2+b_2}=\frac{1-f_A}{a_2+b_2}.$$

Putting these into $Nu_1$ and $Nu_2$ yields

$$\boxed{U=(1-f_C)S_1+(1-f_A)S_2}$$

$$S_1+S_2-U=f_CS_1+f_AS_2 .$$

Link 1 is idle while the defect is in $C$, and link 2 is idle while it is in $A$. Each single-level rate is reduced by the fraction of defects that its link cannot use. The middle state belongs to both links, so the two weights add to $1+f_B$, not to 2.

For positive coefficients and densities, $f_A$ and $f_C$ are both positive. $S_1$ and $S_2$ have the common sign of $np-n_\mathrm{i}^2$. Therefore $|U|<|S_1+S_2|$ whenever $np\ne n_\mathrm{i}^2$, for net recombination and for net generation alike. The relative deficit

$$d=\frac{f_CS_1+f_AS_2}{S_1+S_2}$$

is a weighted mean of $f_C$ and $f_A$, and so lies between them.

### The configuration that is missing

Two independent levels have four joint configurations. Write $(s_1,s_2)$ for their occupations, each 0 or 1. In steady state the statistical weights are products:

$$(0,0):b_1b_2,\quad (1,0):a_1b_2,\quad (1,1):a_1a_2,\quad (0,1):b_1a_2 .$$

Their sum is $(a_1+b_1)(a_2+b_2)$. The three-state defect has the first three configurations, as $A$, $B$ and $C$. Indeed, multiplying $f_A:f_B:f_C=b_1/a_1:1:a_2/b_2$ by $a_1b_2$ reproduces the first three weights. The fourth would mean that the second electron is present without the first, which has no meaning for one defect. The normalization is therefore

$$D=b_1b_2+a_1b_2+a_1a_2=(a_1+b_1)(a_2+b_2)-b_1a_2 .$$

Because of the subtracted term, $D$ is not the product of the denominators of $S_1$ and $S_2$.

This account of the cause was tested on the master equations. In units with $n_\mathrm{i}=1$, 150 random parameter sets were drawn, with capture coefficients and $n_j$ between $10^{-1.5}$ and $10^{1.5}$ and carrier densities between $0.1$ and $100$. The three-state solution agreed with both boxed formulas to within a relative $10^{-9}$. When the fourth configuration was added and nothing else was changed, the rate became $S_1+S_2$ to the same accuracy.

## 2. Limits, apparent levels and a worked case

### Results carried over

A defect of density $N$ has states $A,B,C$ with fractions $f_A,f_B,f_C$. Link 1 joins $A$ and $B$; link 2 joins $B$ and $C$. On link $j$ an electron is gained at the rate $a_j=c_{nj}n+c_{pj}p_j$ and lost at the rate $b_j=c_{nj}n_j+c_{pj}p$, with $n_jp_j=n_\mathrm{i}^2$. The populations are in the ratio $f_A:f_B:f_C=b_1b_2:a_1b_2:a_1a_2$, and the sum of these three weights is $D$. With the single-level rates $S_j=Nc_{nj}c_{pj}(np-n_\mathrm{i}^2)/(a_j+b_j)$, the true rate is $U=(1-f_C)S_1+(1-f_A)S_2$.

For numerical work the form

$$U=N(np-n_\mathrm{i}^2)\frac{c_{n1}c_{p1}b_2+c_{n2}c_{p2}a_1}{D}$$

is convenient. It follows from the first boxed formula on multiplying numerator and denominator by $a_1b_2$. All terms in the fraction are positive, so the one subtraction is in $np-n_\mathrm{i}^2$. Near equilibrium that difference is better computed from the quasi-Fermi splitting $\Delta$ as $n_\mathrm{i}^2[\exp(\Delta/kT)-1]$, with a routine made for small arguments. If both coefficients of a link are zero, $D$ vanishes because one end state is cut off. The other link is then a single level, and its density is that of the defects not locked in the isolated end state, which the initial populations decide.

### When the sum is recovered

If $a_1\gg b_1$ and $b_2\gg a_2$, then $f_B\to1$ and the relative deficit tends to zero. The conditions include emission. Fast electron capture by $A$ and fast hole capture by $C$ are not sufficient if emission also fills the outer states.

The reason for additivity in this limit is visible when emission is negligible. Then $a_1=c_{n1}n$, $b_2=c_{p2}p$, and $np-n_\mathrm{i}^2$ may be replaced by $np$. The first boxed formula becomes

$$U=Nf_B(c_{p1}p+c_{n2}n).$$

A defect leaves the middle state by capturing a hole or an electron, and returns by capturing the opposite carrier. Each excursion removes one pair. When the returns are fast, the two kinds of excursion hardly take time from each other.

### The extrinsic limit

Now let holes be so plentiful that $c_{n1}n$ and $c_{n2}n$ are both much smaller than $c_{p1}p$ and $c_{p2}p$, still without emission. Then $f_A\to1$ and $f_B\simeq c_{n1}n/(c_{p1}p)$. The preceding formula gives

$$U\simeq N\frac{c_{n1}n}{c_{p1}p}\,c_{p1}p=Nc_{n1}n .$$

The single-level rates tend to $S_1\simeq Nc_{n1}n$ and $S_2\simeq Nc_{n2}n$, so their sum is $N(c_{n1}+c_{n2})n$. It counts electron capture by $B$ as though every defect were in that state, while nearly all of them are in $A$. The relative deficit is $c_{n2}/(c_{n1}+c_{n2})$ and does not vanish as the excitation is reduced. In strongly n-type material the symmetry gives $U\simeq Nc_{p2}p$, against $N(c_{p1}+c_{p2})p$ from the sum.

The usual condition for low injection, an excess density small compared with the dark majority density, does not guarantee this limit. One also needs $n/p$ to be much smaller than $c_{p1}/c_{n1}$ and $c_{p1}/c_{n2}$. If it is also much smaller than $c_{p2}/c_{n2}$, all the limiting forms above hold; this third condition is needed for $S_2\simeq Nc_{n2}n$ but not always for $U\simeq Nc_{n1}n$. The first two conditions become more severe when state $B$ captures holes slowly.

The steady-state rate of a three-state defect is now known, and it falls below the sum of two single-level rates because each link is idle while the defect is in the end state outside it. It remains to find when two fictitious levels can imitate this rate, and to work through a double donor in CdTe, including its settling time and the neglected effects.
